# Swapping Contact Pairs Instead of Reversing the Field in Hall Measurements

## The decision: which second reading to take

Before a Hall resistance is converted into a sheet carrier density, one must decide which readings enter the formula. A single reading at one field contains the Hall signal and an offset from imperfect contact placement. Reversing the magnetic field separates them. So does leaving the field alone and exchanging the current pair with the voltage pair, provided the sample is a linear conductor without magnetization of its own. In the silicon example below, the single reading gives a density about 60% too low and the wrong carrier sign. The swapped pair brings the density within 1.3% of the model's input.

Define
$$R_{ij,kl}(B)=\frac{V_k-V_l}{I},$$
where the steady current $I$ enters contact $i$ and leaves at $j$, while $k$ and $l$ carry no net current. Contacts 1, 2, 3, 4 run counterclockwise seen from $+z$, and positive $B$ points along $+z$. The Hall configuration is $R_{13,24}$. Split it into field-even and field-odd parts:
$$R_{13,24}(\pm B)=R_{\rm even}\pm R_{\rm odd}.$$
Subtracting the two signs gives
$$R_{\rm odd}=\tfrac12\left[R_{13,24}(B)-R_{13,24}(-B)\right].$$
The reciprocity theorem states
$$R_{ij,kl}(B)=R_{kl,ij}(-B).\tag{1}$$
Taking $ij=24$, $kl=13$ gives $R_{24,13}(B)=R_{13,24}(-B)$, hence
$$R_{\rm odd}=\tfrac12\left[R_{13,24}(B)-R_{24,13}(B)\right].\tag{2}$$
Both readings now use the same field. If the second voltage leads are reversed, $R_{24,31}=-R_{24,13}$, and the two readings are added instead of subtracted.

## Why the local conductivity has this symmetry

The origin of (1) is microscopic reversibility: if all velocities and the magnetic field are reversed, a scattering event can run backwards at the same rate. The derivation here is for independent electrons scattering elastically from static disorder, in the semiclassical regime. Phonon scattering, present at room temperature, lies outside this derivation. The silicon example below is also at the edge of the semiclassical regime: its mobility implies a scattering time of about $1.2\times10^{-14}$ s, and the corresponding energy broadening $\hbar/\tau\approx0.056$ eV is close to its Fermi energy. Onsager's reciprocal relations give the same symmetry for linear response near equilibrium without these restrictions.

Label states on a closed Fermi contour by the phase $\varphi$ of the cyclotron orbit. Equal intervals of $\varphi$ hold equal numbers of states: the time spent on a contour element $dk$ and its density of states are both proportional to $dk/v$. The contour is taken to be symmetric under $\mathbf k\to-\mathbf k$, which is $\varphi\to\varphi+\pi$ and reverses the velocity $\mathbf v$. In silicon this operation exchanges opposite valleys instead. The same argument then applies with the average taken over all contours of the valleys, each weighted by its number of states, and the exchange taking the place of the shift by $\pi$.

Write the occupation as $f=f_0+(-\partial f_0/\partial\varepsilon)g(\varphi)$, with $f_0$ the equilibrium occupation. To first order in the electric field $\mathbf E$, the steady kinetic equation is
$$M(B)g=q\mathbf E\cdot\mathbf v,\qquad M(B)=\omega_c\partial_\varphi+C_B,$$
where $q$ is the signed carrier charge and $\omega_c$ is proportional to $B$, sign included. With $w_B(\varphi\to\varphi')$ the scattering rate,
$$(C_Bg)(\varphi)=\Gamma_B(\varphi)g(\varphi)-\int w_B(\varphi'\to\varphi)g(\varphi')\,d\varphi',$$
$$\Gamma_B(\varphi)=\int w_B(\varphi\to\varphi')\,d\varphi'.$$
A uniform $g$ is only a shift of chemical potential and must be stationary, so $\Gamma_B(\varphi)=\int w_B(\varphi'\to\varphi)d\varphi'$ as well. Microscopic reversibility reads
$$w_B(\varphi\to\varphi')=w_{-B}(\varphi'+\pi\to\varphi+\pi).\tag{3}$$

Let $P$ shift $\varphi$ by $\pi$. Transposing $C_B$ exchanges the arguments of its scattering kernel, and (3) turns the result into the kernel of $PC_{-B}P$. The loss terms also match, because (3) and stationarity give
$$\Gamma_{-B}(\varphi+\pi)=\int w_B(\varphi'\to\varphi)\,d\varphi'=\Gamma_B(\varphi).$$
Integration by parts on the closed contour gives $\partial_\varphi^T=-\partial_\varphi$, and $\partial_\varphi$ commutes with $P$. Since $\omega_c$ changes sign with $B$,
$$M(B)^T=-\omega_c\partial_\varphi+PC_{-B}P=PM(-B)P.$$

The current density is $q$ times the density of states $D$ times the contour average of $\mathbf v g$, so
$$\sigma_{ab}(B)=q^2D\langle v_aM(B)^{-1}v_b\rangle.$$
The inverse acts on functions of zero mean; the velocities belong to this space because they are odd under $P$. Transposing inside the average,
$$\sigma_{ba}(B)=q^2D\langle v_a[M(B)^T]^{-1}v_b\rangle=q^2D\langle v_aPM(-B)^{-1}Pv_b\rangle.$$
Each $P$ acting on a velocity gives a factor $-1$, and the two factors cancel:
$$\sigma(B)^T=\sigma(-B).\tag{4}$$

This is a statement about exchanged indices, not about each component keeping its magnitude. For a low-symmetry contour with cyclotron frequency times mean scattering time equal to 0.7, the dimensionless values are $\sigma_{xy}(B)=-0.191$, $\sigma_{yx}(-B)=-0.191$ and $\sigma_{xy}(-B)=0.453$.

## From local symmetry to four contacts

Let $u$ and $\mathbf J=-\sigma(B)\nabla u$ be the potential and current density in one experiment. Let primes denote a second experiment on the same sample with the field reversed everywhere. The conductivity may vary with position. Using (4),
$$\mathbf J'\cdot\nabla u=-(\nabla u)^T\sigma(-B)\nabla u'=-(\nabla u')^T\sigma(B)\nabla u=\mathbf J\cdot\nabla u'.$$
Steady currents have no divergence, so
$$\nabla\cdot(u'\mathbf J-u\mathbf J')=\mathbf J\cdot\nabla u'-\mathbf J'\cdot\nabla u=0.$$
Integrate over the sample. No current crosses its free edges, including the edge of any hole, and each metal contact $m$ has one potential $V_m$. With $I_m$ the current entering there,
$$\sum_m(V'_mI_m-V_mI'_m)=0.$$
In the first experiment choose $I_i=I$, $I_j=-I$; in the second, $I'_k=I$, $I'_l=-I$. The sum becomes
$$I(V'_i-V'_j)-I(V_k-V_l)=0.$$
Division by $I^2$ gives (1). Neither a regular shape nor a uniform layer has been assumed.

A numerical case tests this without building the symmetry into the solution method. An anisotropic, nonuniform ring has outer radius twice the inner one and four smooth current contacts on the outer edge; each voltage is averaged with its contact's current profile. All resistances here are in units of a reference sheet resistance. The local Hall resistance, which is the antisymmetric part of the resistivity tensor, varies between 0.40 and 1.20 over the ring. The readings are $R_{13,24}(B)=0.832$, while $R_{24,13}(B)$ and $R_{13,24}(-B)$ are both $-0.790$. They differ by about $4\times10^{-12}$.

The ring also shows why subtracting a zero-field reading is a different procedure. There $R_{13,24}(0)=0.0149$, but the even part at field is $0.0209$, so the field has altered it. Zero-field subtraction gives
$$0.8322-0.0149=0.8173,$$
whereas the odd part is $0.8112$. The excess is about 0.75% of the odd part. The swap removes the even part at the field where it occurs.

## When the odd part gives the carrier density

Equation (2) isolates $R_{\rm odd}$, but converting it to density needs a further model. Take a uniform sheet with one isotropic carrier type, sheet density $n_s$, mass $m$ and scattering time $\tau$. Force balance is
$$\frac{m\mathbf v}{\tau}=q(\mathbf E+\mathbf v\times\mathbf B).$$
Here $\mathbf v$ is the drift velocity. Since $\mathbf J=qn_s\mathbf v$ and $\mathbf v\times\mathbf B=-B\,\hat{\mathbf z}\times\mathbf v$,
$$\mathbf E=R_s\mathbf J+\frac{B}{qn_s}\hat{\mathbf z}\times\mathbf J,\qquad R_s=\frac{m}{n_sq^2\tau}.\tag{5}$$
The ratio of the two coefficients is $\beta=q\tau B/m$, negative for electrons in positive field.

With small contacts on the edge, the zero-field current pattern remains a solution. It has no divergence, and the curl of (5) along $z$ is $R_s(\nabla\times\mathbf J)_z+(B/qn_s)\nabla\cdot\mathbf J=0$. The edge conditions involve the normal current, which is unchanged. The field therefore adds a transverse voltage without redistributing current:
$$\Delta(V_2-V_4)=\frac{B}{qn_s}\int_2^4(\hat{\mathbf z}\times\mathbf J)\cdot d\boldsymbol\ell
=\frac{B}{qn_s}\int_2^4\mathbf J\cdot(d\boldsymbol\ell\times\hat{\mathbf z}).$$
The last integral is the whole current crossing from 1 to 3, namely $I$. Thus
$$R_{13,24}(B)=R_{13,24}(0)+\frac{B}{qn_s},\qquad R_{\rm odd}=\frac{B}{qn_s}.\tag{6}$$

Extended metal contacts break this argument. They force the tangential electric field to vanish along the metal, and by (5) the current must then enter obliquely. Its pattern depends on $B$, so reciprocity survives while (6) acquires a geometric correction.

## A heavily doped silicon layer

Consider a 10 mm square electron-conducting silicon layer, 50 nm deep, at 300 K. The inputs are $n_s=5.00\times10^{14}$ cm$^{-2}$, mobility $\mu=80$ cm$^2$/Vs, $B=0.50$ T and $I=0.10$ mA. Contacts 1, 3 and 4 wrap their corners with arms 0.50 mm long. Contact 2 is a 1.00 mm strip centred 1.00 mm from its corner, on the edge leading to contact 1.

The sheet resistance is $R_s=1/(en_s\mu)=156$ ohm per square, where $e$ is the positive elementary charge. The ideal Hall resistance is $-B/(en_s)=-0.624$ ohm. Their ratio, $\beta=-0.0040$, explains the difficulty: the Hall signal is small beside the resistive voltages in the sheet.

At fixed field, the two readings are
$$R_{13,24}=1.556\ \Omega,\qquad R_{24,13}=2.788\ \Omega.$$
Their half-difference and half-sum are
$$R_{\rm odd}=\frac{1.556-2.788}{2}=-0.616\ \Omega,$$
$$R_{\rm even}=\frac{1.556+2.788}{2}=2.17\ \Omega.$$
Field reversal gives the same odd part. The even part is about 3.5 times larger in magnitude. It is positive because contact 2 has moved toward current-injecting contact 1, where the potential is higher. At 0.10 mA, the Hall voltage is $-61.6$ µV and the offset voltage 217 µV.

Using the single reading in $B/(e|R|)$ gives $2.01\times10^{14}$ cm$^{-2}$, and its positive sign would indicate holes. The swapped pair gives $5.06\times10^{14}$ cm$^{-2}$ with the electron sign. Its excess over the input, 1.3% on this grid and 1.2% in the fine-grid limit, comes from the finite contacts: shrinking each to one grid node brings the Hall resistance to $-0.624$ ohm. Refining the grid from 80 to 160 cells per side changes the odd part by 0.01% and the offset by 1.7%, each relative to the coarser result. The offset converges slowly because the current density is singular at the contact ends. Its remaining error is also about 1.7%, or 0.04 ohm: on a much finer grid the two readings would be near 1.52 and 2.75 ohm, and the single-reading density near $2.06\times10^{14}$ cm$^{-2}$. The Hall resistance from the swap moves by only about 0.05%, to $-0.6165$ ohm. This is small, but larger than the 0.01% change between the two grids suggests.

For a small voltage probe near a free corner, the zero-field offset falls quickly as placement improves. Zero normal current on both edges removes the linear terms of the potential, leaving $u=u_0+a(x^2-y^2)$ at leading order, with $x,y$ measured from the corner along its edges. Halving a small displacement along one edge therefore reduces this offset about fourfold.

## What the swap leaves behind

**Thermal voltages.** A steady 5 µV in one voltage pair only contributes $5\ \mu\mathrm V/(2I)=0.025$ ohm to the half-difference, or 4.1% of the Hall resistance. Reverse the current in each configuration and use $[V(I)-V(-I)]/(2I)$. This removes voltages that do not change with current direction. A thermal voltage that reverses with the current remains.

**Drift.** The two readings must describe the same sample state. With an assumed resistance temperature coefficient of $10^{-3}$ K$^{-1}$, a 0.10 K change between them moves the offset enough to alter the Hall result by about 0.02%. This error grows in proportion to the offset, so good contact placement still helps.

**Nonlinearity.** Equation (1) assumes voltages proportional to current. For an assumed thermal resistance of 20 K/W, self-heating is only about $10^{-4}$ K. Leakage through the junction isolating the layer may matter more. The voltage between the current contacts is about 60 mV, more than twice $k_BT/e$ at 300 K, where $k_B$ is Boltzmann's constant and $T$ the temperature. An ideal diode with an assumed saturation current of $10^{-10}$ A/cm$^2$, biased at 60 mV over the whole area, would pass $9\times10^{-10}$ A. Multiplying this fraction of the drive current by the two-terminal resistance gives about 1% of the Hall resistance. For such a diode this is a pessimistic upper scale: the bias is below 60 mV over most of the area, and leakage spread evenly under this nearly symmetric square largely cancels in the measured voltages. A leaky spot or a larger saturation current can do more harm. A useful check is to repeat the measurement at lower current, which reveals errors that change with current. It does not reveal leakage proportional to voltage, which is how an ideal diode behaves well below $k_BT/e$. At zero field, $R_{13,24}$ and $R_{24,13}$ should also agree for a linear, nonmagnetic sample.

**Magnetization.** Magnetization changes sign under time reversal, so the reversed experiment in (1) must reverse it as well. In the kinetic model, adding magnetization-induced asymmetric scattering and reversing only $B$ violates (4) by up to 0.056 in the same dimensionless conductivity units. Reversing both restores the equality. For a magnetized film the swap therefore isolates the part odd under joint reversal, which can include a Hall signal from the magnetization itself.

## How close this is to a real layer

The density, depth and mobility are round values in the rough range of heavily phosphorus-doped silicon after annealing. The 1 mm contact displacement is deliberately coarse. The conversion to density also assumes one isotropic mass, one scattering time and a layer uniform in depth. If the volume density $n$ and mobility $\mu$ vary with depth $z$, the low-field Hall resistance gives $(\int n\mu\,dz)^2/\int n\mu^2\,dz$ even when each sublayer follows the simple model. This never exceeds the true sheet density. With small contacts, a layer that is uniform both laterally and in depth obeys $R_{\rm odd}=r_HB/(qn_s)$ at low field, with a Hall factor $r_H$ that the swap cannot determine.

For equally occupied ellipsoidal valleys along the three cube axes, with longitudinal-to-transverse mass ratio $K$, and a scattering time that depends on energy but is the same along and across each valley, the low-field conductivities are
$$\sigma_{xx}\propto\left\langle\tau\right\rangle\overline{1/m_x},\qquad
\sigma_{xy}\propto B\left\langle\tau^2\right\rangle\overline{1/(m_xm_y)}.$$
Bars average over valleys, and angle brackets average over energy with weight $\varepsilon^{3/2}(-\partial f_0/\partial\varepsilon)$. Since $\rho_{yx}\simeq\sigma_{xy}/\sigma_{xx}^2$,
$$r_H=\frac{3K(K+2)}{(2K+1)^2}\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}.$$
Rough silicon masses of 0.92 and 0.19 electron masses give 0.87 for the first factor. At the example's volume density of $10^{20}$ cm$^{-3}$, the Fermi energy in this parabolic-band model is 0.065 eV above the band edge. The energy factor is then 1.06 for $\tau\propto\varepsilon^{-1/2}$ and 1.40 for $\tau\propto\varepsilon^{3/2}$. The products are 0.93 and 1.22. These two scattering laws illustrate the sensitivity; they do not bound the real Hall factor. With $\hbar/\tau$ close to the Fermi energy, the semiclassical formula itself is only indicative here. Assuming $r_H=1$ would give an inferred density $n_s/r_H$, which is about 8% too high in the first case and 18% too low in the second.

For a linear, nonmagnetic layer, a sound sequence is to measure both pair assignments at one field, reverse the current in each, and apply (2). The contact-geometry correction, the Hall factor and any variation with depth must still be considered when density is reported.

## Numbers as computed

```
kinetic: cyclotron frequency x scattering time = 0.7
kinetic sigma_xy(+B) = -0.19104 (dimensionless)
kinetic sigma_yx(-B) = -0.19104 (dimensionless)
kinetic sigma_xy(-B) = 0.45279 (dimensionless)
magnetized: largest mismatch, B alone reversed = 0.05614
ring resistances below: units of reference sheet resistance
ring field parameter beta = 0.80
ring R_13,24(+B) = 0.832169
ring R_24,13(+B) = -0.790309
ring R_13,24(-B) = -0.790309
ring swap-reversal mismatch = 3.9e-12
ring R_13,24(0) = 0.014857
ring field-even part at B = 0.020930
ring field-odd part at B = 0.811239
uniform ring field-odd part = 0.799976
silicon square side = 10.0 mm
contact arm = 0.50 mm
contact 2 centre from its corner = 1.00 mm
sheet density input = 5.000e+14 cm^-2
mobility input = 80.0 cm^2/Vs
layer depth = 50.0 nm; temperature = 300 K
field = 0.50 T; current = 0.10 mA
sheet resistance = 156.038 ohm/sq
signed beta = -0.00400
silicon R_13,24(+B) = 1.55552 ohm
silicon R_24,13(+B) = 2.78803 ohm
silicon R_13,24(-B) = 2.78803 ohm
misalignment offset = 2.17177 ohm
Hall resistance by swap = -0.61626 ohm
Hall resistance by reversal = -0.61626 ohm
ideal point-contact Hall resistance = -0.62415 ohm
one-node-contact Hall resistance = -0.62446 ohm
finite-contact Hall change = -1.26 %
Hall mesh change, 80 to 160 = -0.010 %
offset mesh change, 80 to 160 = -1.674 %
sheet density from swap = 5.0640e+14 cm^-2
apparent density, one reading = 2.0063e+14 cm^-2
Hall voltage = -61.63 uV
offset voltage = 217.18 uV
thermal voltage 5.0 uV: 4.06 %
temperature coefficient = 1.0e-03 K^-1
drift 0.10 K: Hall error = 0.0176 %
two-terminal sheet resistance = 601.58 ohm
thermal resistance = 20.0 K/W
self-heating = 1.20e-04 K; error = 4.24e-05 %
junction voltage = 60.16 mV
junction saturation current = 1.0e-10 A/cm^2
junction leakage estimate = 9.25e-10 A
leakage Hall-error scale = 0.903 %
valley masses = 0.92, 0.19 electron masses
anisotropic-mass Hall factor = 0.8707
volume density = 1.000e+20 cm^-3
Fermi energy above band edge = 0.0652 eV
energy Hall factor, tau ~ E^-1/2 = 1.0642
energy Hall factor, tau ~ E^3/2 = 1.4011
```
